# Diffusion-Limited Silicidation of a Cylinder and a Slab

## Problem

A long silicon cylinder of radius $R$ is covered with metal. A wide silicon slab of thickness $2R$ is covered with the same metal on both faces. On heating, metal diffuses inward through the silicide already formed and reacts with silicon at the inner front. Show that, when diffusion through the silicide sets the rate, the cylinder is used up in half the time the slab needs. State the condition on the metal concentration under which this holds, and find how volume change and interface resistance alter it.

The assumptions are these.

- One silicide phase grows, and metal is its mobile species. The supply of metal does not run out.
- $N$ is the number of metal atoms needed to turn unit volume of silicon into silicide of the composition found at the front.
- $u$ is the metal concentration in the silicide in excess of that front composition. So $u=0$ at the front, and $u=\Delta$ is held at the outer surface.
- The diffusivity $D$ is constant. $D$, $\Delta$, $N$ and the temperature are the same in both bodies.
- At first, silicide occupies the volume of the silicon it replaces, and the reaction at the front offers no resistance.

Two combinations govern the problem:

$$\epsilon=\frac{\Delta}{N},\qquad K=\frac{D\Delta}{N}=\epsilon D .$$

$K$ has the unit of a diffusivity. A silicide with a narrow composition range has $\epsilon\ll1$. The excess metal stored in the layer is then small beside the metal bound by the reaction, and the concentration profile is nearly steady until the cylinder's core becomes very small. Little of the total time remains by then.

## A first estimate by scaling

The only time that can be formed from $R$ and $K$ is $R^2/K$, for either body. To estimate the factor, divide the metal needed by a typical inflow.

Per unit area of outer surface, half of the slab needs $NR$ metal atoms. The cylinder needs

$$\frac{N\pi R^2}{2\pi R}=\frac{NR}{2}.$$

The silicide thickness runs from $0$ to $R$. With $R/2$ as a typical value, the flux is about $D\Delta/(R/2)=2D\Delta/R$. If this serves for both bodies, then

$$t_{\rm slab}\sim\frac{NR}{2D\Delta/R}=\frac{R^2}{2K},\qquad
t_{\rm cyl}\sim\frac{NR/2}{2D\Delta/R}=\frac{R^2}{4K}.$$

This suggests a ratio of one half, but it does not prove it. The typical flux was guessed, and nothing yet shows that it is the same in a converging geometry as in a flat one.

## Solution

### Slab, steady profile

Let $x$ be the silicide thickness on one face. By symmetry, each face converts a depth $R$. A steady profile in a flat layer is linear, so the inward flux is $D\Delta/x$. Advancing the front by $dx$ binds $N\,dx$ atoms per unit area:

$$N\frac{dx}{dt}=\frac{D\Delta}{x}\quad\Rightarrow\quad x\,dx=K\,dt\quad\Rightarrow\quad x^2=2Kt .$$

Setting $x=R$ gives

$$t_{\rm slab}=\frac{R^2}{2K}.$$

### Cylinder, steady profile

Let $a(t)$ be the radius of the remaining silicon core. In a steady state the same number of atoms crosses every circle between $a$ and $R$, so $r\,\partial u/\partial r$ is a constant $A$. With $u(a)=0$ this gives $u=A\ln(r/a)$. The condition $u(R)=\Delta$ fixes $A=\Delta/\ln(R/a)$.

Since $u$ rises outward, metal flows inward, with flux $D\,\partial u/\partial r$. At the core this equals $DA/a$. The core shrinks, so $da/dt<0$, and the metal balance is

$$-N\frac{da}{dt}=\frac{D\Delta}{a\ln(R/a)}
\quad\Rightarrow\quad -a\ln\frac{R}{a}\,da=K\,dt .$$

Integrating from the start, where the core radius is $R$, gives $Kt=I(a)$ with

$$I(a)=\int_a^R r\ln\frac{R}{r}\,dr .$$

Integrate by parts, using $d\ln(R/r)/dr=-1/r$:

$$I(a)=\left[\frac{r^2}{2}\ln\frac Rr\right]_a^R+\int_a^R\frac r2\,dr
=\frac{R^2-a^2}{4}-\frac{a^2}{2}\ln\frac Ra .$$

As $a\to0$, the term $a^2\ln(R/a)$ vanishes. Therefore

$$t_{\rm cyl}=\frac{R^2}{4K},\qquad \frac{t_{\rm cyl}}{t_{\rm slab}}=\frac12 .$$

The front speed $K/[a\ln(R/a)]$ diverges as the core vanishes, but the time remains finite.

### What a finite $\epsilon$ changes

The steady profile is an approximation. To control it, return to the full diffusion equation in the cylinder,

$$\frac{\partial u}{\partial t}=\frac Dr\frac{\partial}{\partial r}\left(r\frac{\partial u}{\partial r}\right),\qquad -N\frac{da}{dt}=D\left.\frac{\partial u}{\partial r}\right|_a .$$

Multiply the first equation by $r\ln(R/r)$ and integrate from $a$ to $R$. The lower limit moves, but it contributes nothing to the time derivative because $u(a)=0$. One integration by parts gives

$$\frac{d}{dt}\int_a^R u\,r\ln\frac Rr\,dr
=D\left[\ln\frac Rr\;r\frac{\partial u}{\partial r}\right]_a^R+D\int_a^R\frac{\partial u}{\partial r}\,dr .$$

The bracket vanishes at $R$, and the last integral is $\Delta$. The front condition turns the term at $a$ into $Na\ln(R/a)\,da/dt$. Because $dI/dt=-a\ln(R/a)\,da/dt$, this term is $-N\,dI/dt$. Collecting the time derivatives, integrating from $t=0$ and dividing by $N$ gives

$$Kt=I(a)+\frac1N\int_a^R u\,r\ln\frac Rr\,dr .$$

Diffusion creates no new maximum or minimum inside the layer, so $0\le u\le\Delta$. The last term therefore lies between $0$ and $\epsilon I(a)$, and

$$I(a)\le Kt\le(1+\epsilon)I(a).$$

For the slab, use the distance $y$ from the outer surface as the weight. With the front at $y=x$,

$$\frac{d}{dt}\int_0^x u\,y\,dy=Dx\left.\frac{\partial u}{\partial y}\right|_x-D\int_0^x\frac{\partial u}{\partial y}\,dy=-Nx\frac{dx}{dt}+D\Delta .$$

Here the front condition is $N\,dx/dt=-D\,\partial u/\partial y|_x$, and the last integral is $-\Delta$. Integration over time gives $x^2/2\le Kt\le(1+\epsilon)x^2/2$. Combining the extremes for the two bodies,

$$\frac{1}{2(1+\epsilon)}\le\frac{t_{\rm cyl}}{t_{\rm slab}}\le\frac{1+\epsilon}{2}.$$

The half is thus the limit $\epsilon\to0$, and the relative departure from it is at most $\epsilon$.

A direct numerical solution of the moving-boundary problem on 32 cells gave the following finish times, relative to the steady-profile results:

| $\epsilon$ | cylinder | slab | $t_{\rm cyl}/t_{\rm slab}$ |
|---|---|---|---|
| 0.10 | 1.067 | 1.032 | 0.517 |
| 0.03 | 1.022 | 1.010 | 0.506 |
| 0.01 | 1.008 | 1.003 | 0.502 |

The times were tested against the bounds with a margin of 0.004 for grid error. That error can reach the last digit shown: the slab has an exact similarity solution, which gives 1.033 rather than 1.032 at $\epsilon=0.10$. The slab's excess can be understood from its final linear profile, $u=\Delta(1-y/R)$. This makes the extra integral $\Delta R^2/6$, which is a fraction $\epsilon/3$ of the main term.

## Comparison of the estimate with the solution

The estimate gave both finish times correctly, and the solution confirms the typical flux that was guessed. Divide the metal needed per unit outer area by the finish time to get the mean inflow:

$$\frac{NR}{R^2/(2K)}=\frac{2D\Delta}{R},\qquad
\frac{NR/2}{R^2/(4K)}=\frac{2D\Delta}{R}.$$

In the limit $\epsilon\to0$, the time-averaged flux through the outer surface is the same in the two bodies, although the instantaneous fluxes differ. The cylinder needs half as much metal per unit outer area, so it finishes in half the time.

The fronts do not keep a fixed ratio on the way. At equal depth, the time per unit advance is $a\ln(R/a)/K$ in the cylinder and $(R-a)/K$ in the slab. Since $\ln z\le z-1$, the first is never the larger. The cylinder's advantage is small at first and grows toward the centre.

### Interface resistance: where the estimate fails

Suppose the front moves at speed $s\,u(a)/\Delta$, so that $s$ is its speed when the reaction alone limits it. Write $w=-da/dt$. The concentration drop left for diffusion is $\Delta-u(a)=\Delta(1-w/s)$, and hence

$$w=\frac{K(1-w/s)}{a\ln(R/a)}\quad\Rightarrow\quad
\frac1w=\frac{a\ln(R/a)}{K}+\frac1s .$$

Integrating $1/w$ over $a$ adds $R/s$ to the cylinder's time. In the slab, $x/K$ replaces the first term and the same $R/s$ is added. Thus

$$\frac{t_{\rm cyl}}{t_{\rm slab}}=\frac{R^2/(4K)+R/s}{R^2/(2K)+R/s}.$$

For $R\gg K/s$ this tends to one half. For $R\ll K/s$ it tends to one, because both fronts then cross the same distance at the same speed. A resistance at the inner front thus destroys the equal mean inflow on which the estimate relied. A resistance at the outer, metal–silicide interface does not. If the inflow per unit outer area is $Nh[1-u(R)/\Delta]$, the term $1/s$ is replaced by $a/(hR)$ in the cylinder and by $1/h$ in the slab. The added times are $R/(2h)$ and $R/h$, and the ratio stays at one half for any $h$.

### Volume change

Let unit volume of silicon become volume $v$ of silicide, which expands freely outward without lengthening the cylinder. The flux is measured relative to the silicide, and the profile is again taken as steady. The outer radius $S$ then obeys $S^2=a^2+v(R^2-a^2)$, and $\ln(S/a)$ replaces $\ln(R/a)$. With $q=a^2/R^2$,

$$Kt_{\rm cyl}=\int_0^R a\ln\frac Sa\,da
=\frac{R^2}{4}\int_0^1\left\{\ln[v-(v-1)q]-\ln q\right\}dq .$$

The second term contributes $+1$. In the first, put $z=v-(v-1)q$:

$$\frac1{v-1}\int_1^v\ln z\,dz=\frac{v\ln v-v+1}{v-1}=\frac{v\ln v}{v-1}-1 .$$

The sum is $v\ln v/(v-1)$. In the slab the layer is $vx$ thick, so its time is multiplied by $v$. Hence

$$t_{\rm cyl}=\frac{R^2}{4K}\frac{v\ln v}{v-1},\qquad t_{\rm slab}=\frac{vR^2}{2K},\qquad
\frac{t_{\rm cyl}}{t_{\rm slab}}=\frac{\ln v}{2(v-1)} .$$

As $v\to1$ the half returns. Expansion ($v>1$) lowers the ratio: the cylinder's silicide spreads over a larger circumference and thickens less than the slab's.

## Numbers for cobalt on silicon

Take $R=50$ nm, cobalt as the metal (with the atomic volume of its hcp form), Co$_2$Si as the single product and a temperature of 723 K. The value $K=1$ nm$^2$/s ($10^{-14}$ cm$^2$/s) is a rough one, chosen for growth over minutes. Then

$$t_{\rm cyl}=\frac{50^2}{4\times1}\ {\rm s}=625\ {\rm s}=10.4\ {\rm min},\qquad
t_{\rm slab}=\frac{50^2}{2\times1}\ {\rm s}=1250\ {\rm s}=20.8\ {\rm min}.$$

The fronts reach a depth of 25 nm after 252 s and 313 s respectively, so most of the cylinder's advantage is gained in the inner half of the radius. With an assumed $\epsilon=0.01$, the ratio in this ideal model is confined between 0.495 and 0.505.

The cobalt must suffice, and it must stay in contact with the silicide. The silicide takes up less volume than the cobalt and silicon that form it. A flat film can sink to follow this loss, but a stiff cobalt shell on the wire cannot, so a gap can open there. Two atoms are needed per silicon atom, which amounts to 1.109 volumes of cobalt per volume of silicon. The wire needs a shell of at least $50(\sqrt{2.109}-1)=22.6$ nm, and the slab needs a 55.4 nm film on each face. These figures, and $v$ below, use rounded room-temperature cells. At 723 K cobalt is fcc, and thermal expansion raises the cobalt figures by roughly 1 to 2 % and $v$ and the times that depend on it by up to about 1 %, so the last digits carry no weight.

For a real cobalt contact, the neglect of volume change is a poor assumption. Rough cell dimensions give $v=1.63$, which raises the times to 791 s and 2042 s and lowers the ratio to 0.387. An assumed $s=0.5$ nm/s adds $50/0.5=100$ s to each ideal time and gives $725/1350=0.537$. With both effects the ratio is $891/2142=0.416$.

CoSi can also grow between Co$_2$Si and silicon. To size this effect, let $b$ be the radius separating the two phases, and let cobalt carry the transport in both, with equal products $P$ of diffusivity and concentration drop. Volume change is again left out. Per radian and unit length, the flows are $F_1=P/\ln(R/b)$ in Co$_2$Si and $F_2=P/\ln(b/a)$ in CoSi. If CoSi binds $n$ cobalt atoms per unit silicon volume, Co$_2$Si binds $2n$, and

$$-na\frac{da}{dt}=F_2,\qquad -nb\frac{db}{dt}=F_1-F_2 .$$

Integrating these equations and their flat counterparts until the silicon is gone gives a ratio of 0.565. Adding the two drops shows what the shift means, though not why it has this sign. From $F_1\ln(R/b)+F_2\ln(b/a)=2P$ and the balances above, $2Pt=n[I(a)+I(b)]$. The term $I(b)$ is the extra cobalt held by Co$_2$Si, weighted by $\ln(R/r)$. A ratio above one half means that, in this weighted sense, a larger share of the cylinder than of the slab is Co$_2$Si when the silicon disappears. The model is a rough gauge: the size of the shift depends on the assumed equality of the two products, and silicon transport through CoSi would change the geometry.

Stress and interface energy can be sized against an assumed driving energy of 0.6 eV per cobalt atom. If a stress of 1 GPa opposes only the expansion of silicon into silicide, the work is 0.040 eV per cobalt atom, or 6.6 % of the driving energy. This stress is assumed, and it is not the same in the two bodies. Silicide formed at radius $a_0$ in the wire ends at $\sqrt v\,a_0$, a stretch of 28 % around the circumference that requires plastic or viscous flow, while the slab thickens without such a stretch. For a plastic shell of yield stress $Y$ the pressure on the core is about $(2Y/\sqrt3)\ln(S/a)$; with $Y=1$ GPa it reaches 2.9 GPa, or 19 % of the driving energy, at a core radius of 5 nm. Stress therefore does not cancel from the ratio, and free expansion is a limit of the model. A uniform pressure on cobalt, silicide and silicon together would instead favour the reaction, since the total volume shrinks. An interface energy of 1 J/m$^2$ at a core radius of 5 nm corresponds to 2.1 % of the driving energy. It favours the reaction, because the interface shrinks with the core. Temperature acts through $K$ instead: with a rough activation energy of 1.8 eV, a 5 K rise increases $K$ by 22 %. This matters for either time alone, but it cancels from the diffusion-limited ratio if both bodies share the same temperature. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
INPUTS (rough or chosen)
radius = slab half-thickness: 50.0 nm
growth parameter K: 1.00 nm^2/s = 1.0e-14 cm^2/s
temperature: 723 K
eps: 0.010; implied D: 100 nm^2/s
IDEAL MODEL
cylinder finish: 625.0 s = 10.42 min
slab finish: 1250.0 s = 20.83 min
finish-time ratio: 0.5000
cylinder, front at R/2: 252.1 s
slab, front at half depth: 312.5 s
FULL DIFFUSION: eps, cyl/ideal, slab/ideal, cyl/slab
0.10  1.0670  1.0322  0.5168
0.03  1.0217  1.0097  0.5060
0.01  1.0077  1.0032  0.5022
ratio bounds at example eps: 0.4950 to 0.5050
VOLUME CHANGE
volume per Si in silicon: 0.02002 nm^3
volume per Si in Co2Si: 0.03271 nm^3
volume ratio v: 1.633
cylinder: 790.8 s; slab: 2041.7 s
ratio with volume change: 0.3873
INTERFACE RESISTANCE
reaction-limited speed s: 0.50 nm/s; K/s: 2.0 nm
added time R/s: 100.0 s
cylinder: 725.0 s; slab: 1350.0 s
ratio with interface resistance: 0.5370
ratio at s = 1e-05 nm/s: 0.9999
both effects, cylinder: 890.8 s; slab: 2141.7 s
ratio with both effects: 0.4159
TWO PHASES, EQUAL PERMEABILITIES
finish-time ratio: 0.5646
COBALT SUPPLY
volume per atom in hcp Co: 0.01110 nm^3
Co volume per Si volume: 1.109
minimum Co shell: 22.6 nm; film per face: 55.4 nm
OTHER NEGLECTED EFFECTS
assumed driving energy: 0.60 eV per Co
work at 1.0 GPa: 0.0396 eV per Co, 6.6 % of driving energy
interface energy: 1.0 J/m^2; core radius: 5.0 nm
capillary energy: 0.0125 eV per Co, 2.1 % of driving energy
activation energy: 1.8 eV; K change for +5 K: 21.9 %
```
